# Backscattering in Carbon Nanotubes: Spinor Overlaps and the Acoustic Mean Free Path

## Two similar tubes on the same substrate

Place two carbon nanotubes of nearly equal diameter on an insulating substrate. Charges trapped many bond lengths below the surface give both tubes a potential that varies slowly from atom to atom. An electron moving along a tube can only continue or turn back. Such a potential can reflect electrons in a semiconducting tube. A weak one does so unless it also varies slowly over the electron wavelength; one that pushes the electron's energy into the gap over a long stretch reflects almost completely. It hardly reflects them in a metallic one. Lattice vibrations of long wavelength, which are also smooth, do scatter electrons back in the metallic tube.

Both facts follow from the two-component electron wave. We take the contributions to backscattering one at a time: smooth potentials, sharp potentials, the scalar part of an acoustic phonon, and its bond-length part. The model is one $\pi$ orbital per atom with nearest-neighbour hopping $t$. Curvature and electron–electron interactions are left out. In real metallic tubes other than armchair ones, curvature opens a small gap, so the metallic results below apply to them only at energies well above it. Atomic units are used, with $\hbar=1$.

## The wave and its quantization

Let $b$ be the bond length and $\mathbf n_j$ the unit vectors from an A atom to its three B neighbours, at angles $\phi_j=90^\circ,210^\circ,330^\circ$. We choose the sign of the B amplitudes so that hopping enters as $+t$. The A–B element of the Hamiltonian is then

$$f(\mathbf q)=t\sum_j e^{ib\,\mathbf q\cdot\mathbf n_j}.$$

At the Dirac point $\mathbf K=(4\pi/(3\sqrt3\,b),0)$ the phase factors are $e^{ib\mathbf K\cdot\mathbf n_j}=ie^{-i\phi_j}$, whose sum is zero. Put $\mathbf q=\mathbf K+\mathbf p$, where $\mathbf p$ has length $p$ and angle $\chi$. To first order,

$$f=-tbp\sum_j e^{-i\phi_j}\cos(\phi_j-\chi)=-\tfrac32tbp\,e^{-i\chi}=-v(p_x-ip_y),\qquad v=\tfrac32tb.$$

Of the two exponentials in the cosine, one gives three equal terms; the other gives $\sum_je^{-2i\phi_j}=0$.

Let the circumference make the chiral angle $\eta$ with the $x$ axis, the zigzag direction. With $\kappa$ the component of $\mathbf p$ around the tube and $k$ the component along it, $p_x-ip_y=(\kappa-ik)e^{-i\eta}$. The constant phase $-e^{-i\eta}$ can be absorbed in the B amplitude, leaving

$$H=v(\kappa\sigma_x+k\sigma_y),\qquad E=\pm v\sqrt{\kappa^2+k^2}.$$

The wave must return to itself around the circumference vector $\mathbf C=n\mathbf a_1+m\mathbf a_2$, of length $\pi d$. Since $\mathbf K\cdot\mathbf a_1=4\pi/3$ and $\mathbf K\cdot\mathbf a_2=2\pi/3$,

$$\pi d\,\kappa=2\pi\left(N-\frac{2n+m}{3}\right),\qquad N\ \text{integer}.$$

If $n-m$ is divisible by three, so is $2n+m=3n-(n-m)$, and $\kappa=0$ is allowed: the tube is metallic. Otherwise the smallest value is $|\kappa|=2/(3d)$, and the gap is $2\Delta$ with $\Delta=v|\kappa|$.

## First contribution: a smooth potential

A potential $V$ that varies little over a bond is equal on neighbouring A and B atoms, so it multiplies the unit matrix. Its Fourier components at the large wavenumber joining the two valleys are negligible. Scattering therefore stays within one valley.

For $E>0$, write $\kappa+ik=|\kappa+ik|e^{i\alpha}$. The spinors at $\pm k$ are $(1,e^{\pm i\alpha})/\sqrt2$, and

$$\langle -k|k\rangle=\tfrac12(1+e^{2i\alpha})=e^{i\alpha}\cos\alpha,$$

$$|\langle-k|k\rangle|^2=\frac{\kappa^2}{\kappa^2+k^2}=\left(\frac{\Delta}{E}\right)^2.$$

For $\kappa=0$ the right and left movers are opposite eigenvectors of $\sigma_y$. They are orthogonal, and a potential blind to the sublattice cannot join them. For $\kappa\ne0$ both spinors share a part along $\sigma_x$, so they overlap. In a semiconducting tube the second subband, with $|\kappa|=4/(3d)$, opens at $E=2\Delta$. Throughout the single-subband window the squared overlap thus lies between 1 at the band edge and 1/4 at the top.

To get the reflection probability, let $\tilde V(2k)=\int dy\,\bar V(y)e^{2iky}$, where $\bar V$ is averaged around the tube. On a length $L$, the matrix element has magnitude $|\cos\alpha\,\tilde V|/L$. The group velocity is $v_k=dE/dk=v\sin\alpha$ for $k>0$, and the single final point has density of states $L/(2\pi v_k)$. Fermi's golden rule gives the rate $\cos^2\alpha\,|\tilde V|^2/(Lv_k)$. Dividing by the rate of arrival $v_k/L$,

$$R=\frac{\cos^2\alpha\,|\tilde V(2k)|^2}{v^2\sin^2\alpha}=\frac{\kappa^2|\tilde V(2k)|^2}{k^2v^2}.$$

This is the leading term in powers of $V$, so the higher terms must be small beside it. A small $R$ alone does not ensure that. For a long smooth bump $\tilde V(2k)$ is tiny, and several scatterings with smaller momentum changes can reflect more than the single direct one. The formula also fails at the band edge, where $k\to0$.

As an example, take a semiconducting zigzag tube with $n=100$ and a Gaussian bump of height $V_0=0.01t$ and standard deviation $w=4b$. Choose $k=|\kappa|$, so $\cos^2\alpha=\sin^2\alpha=1/2$. Here $\pi d=100\sqrt3\,b$ and

$$\tilde V=\frac{2\pi w^2V_0}{\pi d}e^{-(2kw)^2/2}\simeq0.00578\,tb.$$

Thus $R=(0.00578/1.5)^2\simeq1.48\times10^{-5}$ per valley, or $2.97\times10^{-5}$ for both. A Green-function calculation on the full lattice, averaged over the two signs of $V_0$ to remove odd corrections, gives $2.90\times10^{-5}$, about 2% below the Born value.

## Beyond first order

Zero overlap removes direct reflection, but an electron might turn back through several scatterings, visiting other subbands virtually. A symmetry excludes this too in the metallic Dirac model. Let $\mathcal K$ denote complex conjugation and define $\Theta=i\sigma_y\mathcal K$. It reverses $\mathbf p$ and every Pauli matrix, so it leaves $v\boldsymbol\sigma\cdot\mathbf p+V$ unchanged. Also $\Theta^2=-1$.

The scattering operator is $T=V+VG(E+i0)V$, with $G$ the full Green function. Because $\Theta$ conjugates the energy, $\Theta T\Theta^{-1}=V+VG(E-i0)V=T^\dagger$. For an incoming state $\varphi$, use the antiunitary rule $\langle a|b\rangle=\langle\Theta b|\Theta a\rangle$:

$$\langle\Theta\varphi|T\varphi\rangle=\langle\Theta T\varphi|\Theta^2\varphi\rangle=-\langle T^\dagger\Theta\varphi|\varphi\rangle=-\langle\Theta\varphi|T\varphi\rangle=0.$$

With one open channel per valley, $\Theta\varphi$ is the sole reflected state, so reflection vanishes at every order. With several open channels the argument removes reflection into the time-reversed partner alone.

The boundary condition decides whether $\Theta$ is available. Around the tube the envelope acquires the phase $e^{i\pi d\kappa}$, and complex conjugation reverses its sign. The metallic phase is 1 and survives. The semiconducting phase is $e^{\pm2\pi i/3}$, so $\Theta$ leads to a state that the same valley does not admit.

A stronger bump shows the size of the difference. Keep $w=4b$, raise the height to $0.2t$, and set $E=0.083t$, which is $\sqrt2\Delta$ for the $n=31$ zigzag tube. The lattice Green-function calculation gives these reflection probabilities, summed over two channels:

- semiconducting, $n=31$: 0.107;
- metallic, $n=30$: $1.4\times10^{-5}$.

The second value is small but not zero. The lattice has terms of second order in $\mathbf p$, known as trigonal warping, which are not odd under $\mathbf p\to-\mathbf p$ and break $\Theta$. They are a plausible source of the remainder, though this calculation does not isolate them.

## Second contribution: sharp disorder

If the potential differs between A and B, it contains $\sigma_z$. Between our two spinors,

$$\langle-k|\sigma_z|k\rangle=\tfrac12(1-e^{2i\alpha})=-ie^{i\alpha}\sin\alpha,$$

which has magnitude 1 in a metallic tube. The protection therefore concerns the range of the disorder as much as the type of tube.

A solvable case is a metallic zigzag tube with one ring of atoms, all on one sublattice, raised by $u$. A mode with phase $q$ between neighbouring atoms of a ring sees alternating hoppings of magnitude $t$ and $t|1+e^{iq}|$. The crossing modes have $q=\pm2\pi/3$, so both hoppings equal $t$. Each mode is a uniform chain with $E=2t\cos\theta$ and one raised site.

Let the incident and reflected amplitudes be $e^{i\theta j}+re^{-i\theta j}$, and the transmitted one $\tau e^{i\theta j}$. At the raised site, $1+r=\tau$ and

$$(E-u)\tau=t(\tau e^{i\theta}+e^{-i\theta}+re^{i\theta}).$$

Substituting $r=\tau-1$ and $E=2t\cos\theta$ gives $\tau=2it\sin\theta/(u+2it\sin\theta)$. Hence

$$R=1-|\tau|^2=\frac{u^2}{u^2+4t^2-E^2}.$$

For $u=0.5t$ and $E=0.083t$, $R=0.25/(0.25+4-0.007)=0.059$ per channel, or 0.118 for both. Disturbing one ring turns back thousands of times more than the broad bump did.

## Third contribution: the scalar part of a phonon

A long acoustic wave changes the local area and shifts the energy by $D(\varepsilon_{xx}+\varepsilon_{yy})$, equally on A and B. However large $D$ is, this is another smooth scalar potential. Its contribution to backscattering in the metallic Dirac model is zero.

## Fourth contribution: changed bond lengths

Strain also changes the hopping along each bond. We label atoms by their unstrained positions, so the phase factors in $f$ stay the same and only the hoppings change. Define $\beta=-d\ln t/d\ln b$, so that $\delta t_j=-\beta t\,\mathbf n_j\cdot\boldsymbol\varepsilon\cdot\mathbf n_j$. With $a=(\varepsilon_{xx}-\varepsilon_{yy})/2$ and $c=\varepsilon_{xy}$,

$$\mathbf n_j\cdot\boldsymbol\varepsilon\cdot\mathbf n_j=\frac{\varepsilon_{xx}+\varepsilon_{yy}}2+\frac{(a-ic)e^{2i\phi_j}+(a+ic)e^{-2i\phi_j}}2.$$

Insert this into $\delta f=\sum_j\delta t_j\,ie^{-i\phi_j}$. The uniform term and the first exponential cancel in the sum. For the second, $\sum_je^{-3i\phi_j}=3i$, so

$$\delta f=-\frac{i\beta t}{2}(3i)(a+ic)=\tfrac32\beta t(a+ic).$$

Because $v\beta/b=\frac32\beta t$,

$$f+\delta f=-v\left[p_x-ip_y-\frac\beta b(a+ic)\right].$$

Strain shifts the wavevector. Its components in the tube frame, $a'$ and $c'$, obey $a+ic=(a'+ic')e^{2i\eta}$. Removing the phase $-e^{-i\eta}$ as before turns the bracket into $\kappa-ik-(\beta/b)(a'+ic')e^{3i\eta}$.

For a stretch $\varepsilon$ along the tube the circumference contracts by $\nu\varepsilon$, where $\nu$ is Poisson's ratio, so $a'=-(1+\nu)\varepsilon/2$. A twist with shear angle $\gamma$ gives $c'=\gamma/2$. The real part of the bracket shifts $\kappa$ by

$$\delta\kappa=\frac{\beta}{2b}\left[(1+\nu)\varepsilon\cos3\eta+\gamma\sin3\eta\right].$$

This perturbation is $v\,\delta\kappa\,\sigma_x$, and

$$\langle-k|\sigma_x|k\rangle=\tfrac12(e^{i\alpha}+e^{i\alpha})=e^{i\alpha},$$

with magnitude 1. The imaginary part shifts $k$ and multiplies $\sigma_y$; its element is $\frac12(-ie^{i\alpha}+ie^{i\alpha})=0$. Thus only the shift around the circumference backscatters. Zigzag tubes ($\eta=0$) respond to stretch, armchair tubes ($\eta=30^\circ$) to twist.

The two sublattices may also move relative to each other under strain. This changes the bonds in the pattern $e^{\pm i\phi_j}$. Since $e^{3i\phi_j}=-i$ on all three bonds, $e^{i\phi_j}=-ie^{-2i\phi_j}$: the pattern is the one already found. The symmetry of the sheet leaves one coefficient, so this motion rescales $\beta$, which below is the effective value.

## From thermal strain to the mean free path

For wavelengths much longer than $d$, the tube is an elastic rod. We take this rod to be free to stretch and twist; a substrate that grips the tube would reduce these strains and the scattering they cause. Bending stretches one side and compresses the other, so its first-order coupling averages to zero around the tube; stretch and twist remain. If $Y$ and $G=Y/[2(1+\nu)]$ are the sheet's Young and shear moduli, the energy per length is $\frac12\pi d(Y\varepsilon^2+G\gamma^2)$. Write $\varepsilon(y)=\sum_q\varepsilon_qe^{iqy}$. The pair $q,-q$ has energy $\pi dYL|\varepsilon_q|^2$ and two real degrees of freedom, each carrying $kT/2$. Therefore

$$\langle|\varepsilon_q|^2\rangle=\frac{kT}{\pi dYL},\qquad\langle|\gamma_q|^2\rangle=\frac{kT}{\pi dGL}.$$

In the quantum description, absorption plus emission replaces $kT$ by $(\omega/2)(2N_\omega+1)$, where $N_\omega$ is the phonon occupation. This tends to $kT$ for $\omega\ll kT$. The scattering is then nearly elastic, and Pauli factors cancel from the net rate: $F(1-F')-F'(1-F)=F-F'$ for occupations $F,F'$.

Stretch and twist fluctuate independently, so their squared matrix elements add:

$$|M|^2=\left(\frac{v\beta}{2b}\right)^2\frac{kT}{\pi dL}S,\qquad S=\frac{(1+\nu)^2\cos^23\eta}{Y}+\frac{\sin^23\eta}{G}.$$

The density of final states is $L/(2\pi v)$. The backscattering rate is $\Gamma=2\pi|M|^2L/(2\pi v)=|M|^2L/v$, and $\ell=v/\Gamma$ gives

$$\boxed{\ell=\frac{4\pi b^2}{\beta^2S}\,\frac{d}{kT}}$$

The factor $1/T$ comes from the mean-square strain. The factor $d$ comes from stiffness: a wider tube has more material around its circumference and fluctuates less. The velocity cancels, and with it $t$. The law requires one open channel per valley, phonon energies well below $kT$, sound much slower than the electrons, and negligible scattering by optical phonons and by the breathing mode, in which the radius oscillates.

## A metallic tube in numbers

Take round model parameters: $t=0.1$ hartree, $b=2.7$ bohr, $\beta=2$, $Y=0.22$ hartree/bohr² and $\nu=0.2$. Then $G=0.0917$ hartree/bohr². At 300 K, $kT=9.50\times10^{-4}$ hartree. The metallic (14,8) tube has $d=28.7$ bohr and $\eta=21.05^\circ$, so

$$S=\frac{1.44\times0.204}{0.22}+\frac{0.796}{0.0917}=1.33+8.68=10.0\ \text{bohr}^2/\text{hartree},$$

$$\ell=\frac{4\pi(2.7)^2(28.7)}{4(9.50\times10^{-4})(10.0)}\simeq6.9\times10^4\ \text{bohr}\simeq3.7\ \mu\text{m}.$$

In this rod model twist supplies 87% of the scattering. At the same diameter, the zigzag limit is $1.06\times10^5$ bohr and the armchair limit $6.3\times10^4$ bohr. Their ratio is $2/(1+\nu)$.

These numbers leave out the breathing mode, and at 300 K that omission matters. With $\rho$ the mass per area, its energy is $\sqrt{Y/[\rho(1-\nu^2)]}\,/(d/2)$, about $0.73\,kT$ for this diameter and 12 atomic mass units per atom, so it is thermally excited. It strains the circumference and so changes $a'$. If the radius fluctuates classically, write the energy per area as $\frac12\left[\frac{Y}{2(1-\nu)}(\varepsilon_{xx}+\varepsilon_{yy})^2+G(\varepsilon_{xx}-\varepsilon_{yy})^2+G\gamma^2\right]$ in the tube frame. Then $\varepsilon_{xx}-\varepsilon_{yy}$ fluctuates as strongly as $\gamma$, and $S$ becomes $1/G$ for every chiral angle. At this diameter $\ell$ is then close to the armchair value, $6.3\times10^4$ bohr, for all metallic tubes. The factor $d/T$ survives; the dependence on $\eta$ found above needs $kT$ well below the breathing energy.

For a Fermi energy 0.002 hartree above the crossing, the phonon needed has wavenumber $2k=2E/v=0.0099$ bohr⁻¹. Multiplied by the tube radius this is 0.14, so the rod picture is reasonable for the stretch and twist modes themselves. With 12 atomic mass units per atom, $\omega/kT$ is 0.10 for stretch and 0.07 for twist.

The golden rule can be compared with electron waves in sampled strain. For coherent segments, $T_{12}=T_1T_2/|1-\rho e^{i\vartheta}|^2$ with $\rho<1$. Averaging $\ln|1-\rho e^{i\vartheta}|^2$ over the phase $\vartheta$ gives zero, so $-\langle\ln T\rangle$ adds from segment to segment. A thin segment contributes its reflection, hence $-\langle\ln T\rangle=L/\ell$.

Transfer matrices for 3000 thermal strain samples, with $L=32\,000$ bohr and 20-bohr cells, give:

| Case | sampled $-\langle\ln T\rangle$ | $L/\ell$ |
|---|---|---|
| (14,8), 300 K | 0.456 | 0.463 |
| doubled $d$ | 0.235 | 0.232 |
| doubled temperature | 0.943 | 0.926 |
| scalar coupling $D=0.1$ hartree | 0.457 | 0.463 |

The differences are below 2% of $L/\ell$. Adding the scalar coupling leaves the result almost unchanged.

## What the resistance measures

When phonons destroy phase memory, probability fluxes replace amplitudes. Right and left fluxes obey $J_+'=J_-'=-(J_+-J_-)/\ell$. Their difference $J$ is constant. With nothing entering from the right, $J_-(L)=0$ and $J_+(L)=J$, so $J_+(0)=J(1+L/\ell)$. The transmission is $1/(1+L/\ell)$. Two spins and two valleys give

$$R_{\rm tube}=\frac{h}{4e^2}\left(1+\frac L\ell\right).$$

The first term, 6.45 kΩ, remains without scattering when the contacts are ideal; imperfect contacts add to it. The second grows by 1.77 kΩ/µm in the example and is proportional to $T/d$. Each reversal changes $J_+-J_-$ by two units, so the momentum-relaxation length is $\ell/2$.

## The same phonons in a semiconducting tube

The scalar and bond-length amplitudes carry the same phase factor $e^{i\alpha}$ and add, with their signs, before squaring. The sign of $\cos\alpha$ is that of $\kappa$, so the relative sign of the two stretch terms differs between tubes with $\kappa>0$ and $\kappa<0$. Stretch changes the area by $(1-\nu)\varepsilon$. With $B=v\beta/(2b)$ and $v_k=v\sin\alpha$,

$$\frac1{\ell_s}=\frac{kT}{\pi dv^2\sin^2\alpha}\left\{\frac{[D(1-\nu)\cos\alpha+B(1+\nu)\cos3\eta]^2}{Y}+\frac{B^2\sin^23\eta}{G}\right\}.$$

This is the leading order of the Dirac model, for stretch and twist only, with the breathing mode again left out. It requires $|\kappa|b\ll1$ and $k\ell_s\gg1$, so it fails at the band edge. Setting $\cos\alpha=0$ recovers the metallic result. At fixed $\alpha$ the factor $d/T$ remains. At fixed energy, however, $|\cos\alpha|=2v/(3dE)$ depends on $d$, and a thermal population samples a range of $\alpha$. The simple law thus belongs to the metallic tube.

The semiconducting (14,7) tube has $d=27.6$ bohr, close to that of (14,8), and $|\kappa|=0.0242$ bohr⁻¹. At $k=|\kappa|$, the squared overlap from lattice eigenvectors is 0.49, against 1/2 in the Dirac model. At the same $k$ in the (14,8) tube it is $5\times10^{-5}$. In this model, a small change in how the sheet is rolled admits the scalar contribution or almost removes it; the bond-length contribution remains in both.
